# Film compound fraction from the collector balance in Berg's sputtering model, part 1

(Sections cited here and not found follow in the second part.)

## First half: the balances and the composition of the film

### 1. What goes wrong without a balance

In reactive sputtering, ions eject metal from a target while a reactive gas is let into the chamber. The film grows on a collector: the substrates together with all other surfaces that catch the sputtered material. Three streams reach it. Metal atoms arrive, units of compound arrive because part of the target is itself covered with compound, and gas molecules arrive that can react with exposed metal.

It is tempting to find the compound fraction by adding everything that could supply compound and dividing by the number of metal atoms delivered. For the worked example below, this gives 1.875, so that more metal atoms would be bound in compound than are present. The fault is that gas can react only where metal is exposed, and the exposed metal area depends on the answer being sought. The streams must enter a balance for the state of the surface, with each one counted only where it changes that state.

### 2. The model and what is counted

The gas is diatomic, X$_2$, and the compound is MX$_b$, with $b$ atoms of X for each metal atom M. A surface site holds one metal atom, either free or bound in compound. All fractions below count metal atoms: $\theta_t$ is the fraction of target sites that are compound, and $\theta_c$ is the same fraction on the collector. The atomic fraction of X is a different number. If a fraction $x$ of the metal atoms is bound, there are $bx$ atoms of X per metal atom.

The model makes these assumptions:

- Gas sticks on metallic sites and not on compound sites. The sticking coefficient on metal is $\alpha_t$ at the target and $\alpha_c$ at the collector.
- The target receives a uniform current density $J$ of singly charged ions. The current carried by secondary electrons is neglected. The current density and the sputter yields are taken as independent of the gas pressure and of the coverage of the target, although in a real discharge the voltage and current shift as the target becomes covered.
- Compound leaves the target as whole units MX$_b$, and the site it leaves behind is metallic.
- All sputtered material lands on the collector, uniformly and at random, and stays there.
- Reaction takes place in the top layer alone. There is no implantation of gas into the target and no diffusion in the film.

The treatment is a mean-field one: each surface is described by a single average fraction, without islands or gradients.

### 3. How much gas arrives

Let the reactive gas have partial pressure $p$, temperature $T$ and molecular mass $m$. Its number density is $p/(kT)$. Let $v$ be the velocity component towards the surface. The number of molecules striking unit area per unit time is the density times the integral of $v$, weighted with its probability density, over $v>0$. Molecules moving away contribute nothing. With the Maxwell distribution,

$$F=\frac{p}{kT}\int_0^\infty v\,\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/(2kT)}\,dv .$$

Since $\int_0^\infty v\,e^{-mv^2/(2kT)}dv=kT/m$,

$$F=\frac{p}{kT}\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}=\frac{p}{\sqrt{2\pi mkT}} .\tag{1}$$

A molecule that sticks delivers two atoms of X. One metal site needs $b$ of them, so one molecule converts $2/b$ sites on average. Atoms are assumed to find metallic sites near the point of capture. A fully metallic surface would therefore be converted at the rates

$$u=\frac{2\alpha_tF}{b}\quad\text{(target)},\qquad G=\frac{2\alpha_cF}{b}\quad\text{(collector)},\tag{2}$$

in sites per area and time. On a partly covered surface these rates are multiplied by the metallic fraction, giving $u(1-\theta_t)$ and $G(1-\theta_c)$. This multiplication is what the plain sum of section 1 omits.

### 4. The state of the target

The ion flux is $J/e$. Let $Y_m$ be the number of metal atoms ejected per ion from metallic target, and $Y_c$ the number of compound units ejected per ion from compound. The corresponding rates per area of a uniform surface are

$$s_m=\frac{J}{e}Y_m,\qquad s_c=\frac{J}{e}Y_c .\tag{3}$$

Sputtering a metal atom from a metallic site uncovers more metal, so it leaves $\theta_t$ unchanged. Two processes do change $\theta_t$: gas converts metallic sites, and sputtering removes compound. In the steady state they cancel:

$$u(1-\theta_t)=s_c\theta_t .\tag{4}$$

Collecting the terms in $\theta_t$ gives $u=(u+s_c)\theta_t$, and hence

$$\theta_t=\frac{u}{u+s_c},\qquad 1-\theta_t=\frac{s_c}{u+s_c}.\tag{5}$$

The metal yield $Y_m$ does not appear. It affects what the target sends out, but not how much of the target is covered.

### 5. What the target sends to the collector

Let $A_t$ and $A_c$ be the areas of target and collector. The target emits $A_ts_m(1-\theta_t)$ metal atoms and $A_ts_c\theta_t$ compound units per unit time. Spread over the collector, these become arrival rates per collector area:

$$F_m=\frac{A_t}{A_c}s_m(1-\theta_t),\qquad F_c=\frac{A_t}{A_c}s_c\theta_t .\tag{6}$$

Each compound unit contains one metal atom, so metal atoms of both kinds arrive at the total rate $F_m+F_c$. If some sputtered material missed the collector or returned to the target, (6) would need a transport factor, and (4) would need a term for the returning material.

### 6. The collector balance

Each kind of arrival can meet a metallic or a compound site:

- A metal atom landing on metal leaves the exposed site metallic. Landing on compound, it replaces exposed compound by metal, which happens at the rate $F_m\theta_c$.
- A compound unit landing on compound leaves the exposed site compound. Landing on metal, it replaces exposed metal by compound, at the rate $F_c(1-\theta_c)$.
- Gas does nothing on compound. On metal it makes compound, at the rate $G(1-\theta_c)$.

With $N_s$ sites per unit area, the number of exposed compound sites changes as

$$N_s\frac{d\theta_c}{dt}=F_c(1-\theta_c)+G(1-\theta_c)-F_m\theta_c .\tag{7}$$

The minus sign belongs to the metal stream. Metal atoms are the raw material of the compound, yet their landing lowers the exposed compound fraction. Multiplying out,

$$N_s\frac{d\theta_c}{dt}=(F_c+G)-(F_m+F_c+G)\,\theta_c .\tag{8}$$

Setting the left side to zero gives the central result:

$$\boxed{\;\theta_c=\frac{F_c+G}{F_m+F_c+G}\;}\tag{9}$$

The sum of all three rates stands in the denominator, and the two that make exposed compound stand in the numerator. No rate is negative, so the result lies between 0 and 1, as a fraction must.

The steady state is also stable when $F_m$, $F_c$ and $G$ are held fixed. Let $\delta$ be the departure of $\theta_c$ from (9). Equation (8) then becomes $N_s\,d\delta/dt=-(F_m+F_c+G)\delta$, so the departure decays exponentially with the time constant $N_s/(F_m+F_c+G)$. The site density $N_s$ sets how fast the steady state is reached but does not affect its value.

Three limits show how (9) works. Without gas reaction at the collector, $G=0$, the surface fraction is $F_c/(F_m+F_c)$, the composition of the arriving sputtered material. Without metal arrival, $F_m=0$, the surface becomes fully compound as long as $F_c+G>0$. When $G$ is much larger than both other rates, the metallic remainder $1-\theta_c$ is close to $F_m/G$: a newly landed metal atom is exposed for only a short time before it is converted.

### 7. Why the film has the composition of its surface

Equation (9) describes the exposed layer. The quantity wanted is the composition of the film, and the two need not agree without proof, since gas acts on the surface while the film also contains everything already buried.

Count the metal atoms delivered to the film and those among them that become bound. Atoms are delivered at the rate $F_m+F_c$. Of these, $F_c$ arrive already bound, and gas binds a further $G(1-\theta_c)$ per unit area and time. In the steady state the surface stock is constant, so the film grows with the compound fraction

$$x=\frac{F_c+G(1-\theta_c)}{F_m+F_c}.\tag{10}$$

Write $D=F_m+F_c+G$. From (9), $1-\theta_c=F_m/D$. Inserting this and bringing the numerator over the denominator $D$,

$$x=\frac{F_cD+GF_m}{(F_m+F_c)D}.$$

The numerator expands and regroups as

$$F_cF_m+F_c^2+F_cG+GF_m=F_c(F_m+F_c)+G(F_m+F_c)=(F_c+G)(F_m+F_c).$$

The factor $F_m+F_c$ cancels, leaving

$$x=\frac{F_c+G}{D}=\theta_c .\tag{11}$$

The reason can be seen without algebra. Each landing particle buries the site beneath it. Because particles land without regard to what is there, a fraction $\theta_c$ of the buried sites is compound, and the film is made of buried sites. The argument fails if landing depends on the kind of site, or if buried metal goes on reacting. While $\theta_c$ is changing, the newly buried layer still has the current surface composition, but (10) does not give it, since part of the bound material is then changing the surface stock.

### 8. A worked example

The parameters are round values for a model gas and target, not data for a particular material. The gas has molecular mass 28 u, $T=300$ K, $p=2.0$ mPa and $b=1$. The current density is 100 A/m², the yields are $Y_m=1.5$ and $Y_c=0.3$, and both sticking coefficients are 1. The target has an area of 0.01 m² and the collector 0.1 m². All rates in this section are in m$^{-2}$ s$^{-1}$.

The ion flux is $J/e=6.242\times10^{20}$. Multiplication by the yields gives $s_m=9.362\times10^{20}$ and $s_c=1.872\times10^{20}$. Equation (1) gives $F=5.750\times10^{19}$. With $b=1$ and unit sticking, each molecule can convert two sites, so $u=G=1.150\times10^{20}$. The target fraction follows from (5):

$$\theta_t=\frac{1.1499}{1.1499+1.8725}=0.3805 .$$

The area ratio $A_t/A_c$ is 0.1, so the arrivals are

$$F_m=0.1\times9.362\times10^{20}\times0.6195=5.80\times10^{19},$$

$$F_c=0.1\times1.872\times10^{20}\times0.3805=0.712\times10^{19}.$$

The collector balance then gives

$$\theta_c=\frac{0.712+11.50}{5.80+0.712+11.50}=\frac{12.21}{18.01}=0.678 .$$

About 68 % of the metal atoms in the film are bound. The plain sum would have been $12.21/6.513=1.875$. It counts the full $G$, whereas the gas actually converts $G(1-\theta_c)=3.703\times10^{19}$. With this value, the count of delivered atoms (10) gives $(0.712+3.703)/6.513=0.678$, in agreement with (11).

The terms of (9) should not be read as the origins of the compound. The compound arrival contributes $0.712/18.01=0.040$ to $\theta_c$, yet the share of the film's metal atoms that came bound from the target is $0.712/6.513=0.109$. The remaining $3.703/6.513=0.569$ were bound by gas at the collector. The two splittings differ because a compound unit landing on compound leaves the surface fraction unchanged but still adds compound to the film.

The result was also tested by a random simulation in which single particles leave the target, single particles bury collector sites, and gas converts single metallic sites. It gave $\theta_t=0.382$, a collector surface fraction of 0.679, and a film fraction of 0.678 both from buried sites and from delivered atoms. The simulation shares the assumptions of section 2, so it tests the balances and their solution, not how well the assumptions describe a real chamber.

## Second half: what the pressure and the gas supply determine

### 9. Symbols and results carried over

The compound fractions of target and collector are $\theta_t$ and $\theta_c$, and the areas are $A_t$ and $A_c$. A fully metallic target and collector would be converted by gas at the rates $u=2\alpha_tF/b$ and $G=2\alpha_cF/b$ per area, where $F=p/\sqrt{2\pi mkT}$, $\alpha_t$ and $\alpha_c$ are the sticking coefficients on metal, and $b$ is the number of gas atoms per metal atom in the compound. Metallic and compound target are sputtered at the rates $s_m$ and $s_c$, with $s_m/s_c=Y_m/Y_c$. The results needed are

$$\theta_t=\frac{u}{u+s_c},\qquad \theta_c=\frac{F_c+G}{F_m+F_c+G},$$

$$F_m=\frac{A_t}{A_c}s_m(1-\theta_t),\qquad F_c=\frac{A_t}{A_c}s_c\theta_t .$$

The film has the same compound fraction $\theta_c$ as its surface.

The target and collector balances give the compound fraction of the growing film at a given partial pressure, and in the steady state it equals that of the film's surface. It remains to find how this fraction changes with pressure, and whether a given gas supply also fixes it.
